# Field-induced moment of a magnetic metal surface from spin-dependent screening: a numerical check

```python
# Result under test: surface magnetoelectric coefficient of a magnetic metal,
#   alpha_s = mu0 * dM_s/dE = P_s * eps_r * mu_B/(e c^2),
#   P_s = (Nu - Nd) / (Nu + Nd - 2 U Nu Nd),   P_s = 1 for a half-metal.
# Nu, Nd: majority/minority densities of states at the Fermi level,
# U: local exchange parameter, M_s: spin moment per area,
# E: field in the insulator, positive towards the metal (electrons accumulate).
# Continuum part: eV, angstrom. Layer part: eV, one orbital per layer and spin.
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_bvp, simpson, quad
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.special import expit

mu_B = sc.physical_constants["Bohr magneton"][0]
universal = mu_B / (sc.e * sc.c**2)
assert abs(universal / (sc.hbar / (2 * sc.m_e * sc.c**2)) - 1) < 1e-7
print(f"mu_B/(e c^2) = {universal:.4e} T m^2/V = {universal*1e8:.4e} G cm^2/V")

# ---------- continuum metals: nonlinear screening against linear formulas ----
coulomb = sc.e / sc.epsilon_0 * 1e10            # e/eps0 in V angstrom
kin = sc.hbar**2 / (2 * sc.m_e) * (6 * np.pi**2)**(2 / 3) / sc.e * 1e20
n_bulk = 0.05                                   # electrons per angstrom^3
field = 0.01                                    # vacuum field, V/angstrom
print(f"continuum: density {n_bulk} 1/A^3, vacuum field {field*10:.2f} V/nm")
print(f"screening electrons per area = {field/coulomb*100:.4e} 1/nm^2")


def minority_density(n, U, mass_dn, shift):
    """Equilibrium minority density at total density n."""
    def mismatch(nd):
        nu = n - nd
        return (kin * nu**(2 / 3) + U * nd
                - kin / mass_dn * nd**(2 / 3) - U * nu - shift)
    if mismatch(0.0) <= 0:
        return 0.0
    return brentq(mismatch, 0.0, 0.49 * n, xtol=1e-17, rtol=1e-14)


def screened_interface(U, mass_dn, shift, lam, signed_field):
    """Solve Poisson's equation with self-consistent local spin densities."""
    n = np.linspace(0.98, 1.02, 401) * n_bulk
    nd = np.array([minority_density(x, U, mass_dn, shift) for x in n])
    mu = kin * (n - nd)**(2 / 3) + U * nd
    assert np.all(np.diff(mu) > 0)
    e_phi = mu - mu[200]
    dn = CubicSpline(e_phi, n - n_bulk)
    dm = CubicSpline(e_phi, (n - 2 * nd) - (n_bulk - 2 * nd[200]))
    phi0 = signed_field * lam
    x = np.linspace(0, 20, 201)
    sol = solve_bvp(
        lambda s, y: np.vstack([y[1], lam**2 * coulomb * dn(phi0*y[0]) / phi0]),
        lambda a, b: np.array([a[1] + 1, b[0]]),
        x, np.vstack([np.exp(-x), -np.exp(-x)]), tol=1e-7, max_nodes=20000)
    assert sol.success
    fine = np.linspace(0, 20, 4001)
    y = sol.sol(fine)[0]
    return simpson(dm(phi0 * y), x=fine) * lam, phi0 * y[0]


metals = [("ferromagnet", 145.0, 1.0, 0.0),
          ("half-metal", 170.0, 1.0, 0.0),
          ("heavy minority", 20.0, 4.0, 4.3)]
polarizations = []
for name, U, mass_dn, shift in metals:
    nd = minority_density(n_bulk, U, mass_dn, shift)
    nu = n_bulk - nd
    Nu = 1.5 * nu**(1 / 3) / kin
    Nd = 1.5 * nd**(1 / 3) * mass_dn / kin
    denominator = Nu + Nd - 2 * U * Nu * Nd
    assert denominator > 0
    P = (Nu - Nd) / denominator
    lam = np.sqrt((1 - U**2 * Nu * Nd) / (coulomb * denominator))
    m_plus, phi_plus = screened_interface(U, mass_dn, shift, lam, field)
    m_minus, phi_minus = screened_interface(U, mass_dn, shift, lam, -field)
    moment = (m_plus - m_minus) / 2             # mu_B per angstrom^2
    lam_num = (phi_plus - phi_minus) / (2 * field)
    alpha = sc.mu_0 * mu_B * moment * 1e20 / (field * 1e10)
    # remaining difference: third order in the field and solver error
    assert abs(alpha / (P * universal) - 1) < 3e-3
    assert abs(lam_num / lam - 1) < 3e-3
    polarizations.append(P)
    print(f"{name}: U = {U:.0f} eV A^3, minority mass {mass_dn:.0f} m_e, "
          f"minority shift {shift:.1f} eV")
    print(f"  bulk spin polarization (nu-nd)/n = {(nu-nd)/n_bulk:.4f}")
    print(f"  Nu = {Nu:.5f}, Nd = {Nd:.5f} 1/(eV A^3)")
    print(f"  P_s formula = {P:.4f}, numerical = {moment*coulomb/field:.4f}")
    print(f"  without exchange (Nu-Nd)/(Nu+Nd) = {(Nu-Nd)/(Nu+Nd):.4f}")
    print(f"  screening length formula = {lam:.4f} A, numerical = {lam_num:.4f} A")
    print(f"  induced moment = {moment*100:.4e} mu_B/nm^2")
    print(f"  alpha_s numerical = {alpha:.4e} T m^2/V")
assert polarizations[0] > 1 and polarizations[2] < 0

# ---------- layered quantum model: full nonlocal linear response ----------
hop, width, kT, U_layer = 1.0, 1.0, 0.05, 1.0   # eV; Fermi level at zero
spacing, cell_area = 2.0, 9.0                   # angstrom, angstrom^2
C_real = coulomb * spacing / cell_area          # eV per layer per electron
print(f"layers: hopping {hop}, in-plane width {width}, kT {kT}, "
      f"U {U_layer} eV")
print(f"layer spacing {spacing} A, cell area {cell_area} A^2, "
      f"Coulomb step {C_real:.2f} eV")


def filling(e):
    """Filling of a level broadened by a flat in-plane band [e, e+width]."""
    return kT / width * (np.logaddexp(0, -e / kT)
                         - np.logaddexp(0, -(e + width) / kT))


def filling_slope(e):
    return -(expit(-e / kT) - expit(-(e + width) / kT)) / width


def susceptibility(onsite):
    """Change of layer occupation per change of layer potential."""
    size = len(onsite)
    h = np.diag(onsite) + hop * (np.eye(size, k=1) + np.eye(size, k=-1))
    e, psi = np.linalg.eigh(h)
    gap = e[:, None] - e[None, :]
    close = np.abs(gap) < 1e-7
    f = filling(e)
    ratio = (f[:, None] - f[None, :]) / np.where(close, 1.0, gap)
    ratio = np.where(close, filling_slope(e)[:, None], ratio)
    pairs = (psi[:, :, None] * psi[:, None, :]).reshape(size, -1)
    return (pairs * ratio.ravel()) @ pairs.T


def respond(chi_u, chi_d, C):
    """Response to one added electron per cell and its counter-charge."""
    size = len(chi_u)
    layer = np.arange(size)
    T = np.maximum(layer[:, None] - layer[None, :], 0).astype(float)
    one = np.ones((size, 1))
    A = np.block([
        [np.eye(size) + C*chi_u@T, C*chi_u@T - U_layer*chi_u, -chi_u@one],
        [C*chi_d@T - U_layer*chi_d, np.eye(size) + C*chi_d@T, -chi_d@one],
        [one.T, one.T, np.zeros((1, 1))]])
    rhs = np.concatenate([C * chi_u @ layer, C * chi_d @ layer, [1.0]])
    x = np.linalg.solve(A, rhs)
    du, dd = x[:size], x[size:2 * size]
    return du, dd, x[-1] + C * layer - C * T @ (du + dd)


# Insulator (20 layers) beside a half-metal (40 layers).
n_ins, n_all = 20, 60
stagger = (-1.0)**np.arange(n_all)
up = np.where(np.arange(n_all) < n_ins, 3.0 * stagger, -1.0)
down = np.where(np.arange(n_all) < n_ins, 3.0 * stagger, 2.0 * stagger)
region = slice(10, 40)                          # mid-insulator to mid-metal
chi_up = susceptibility(up)
du, dd, V = respond(chi_up, susceptibility(down), C_real)
eps_r = C_real / ((V[11] - V[9]) / 2)
half_metal_ratio = np.sum((du - dd)[region])
minority_motion = np.max(np.abs(dd[n_ins:]))
assert eps_r > 1.05
assert minority_motion > 1e-3                   # filled band does polarize
assert abs(half_metal_ratio - 1) < 5e-3         # finite slab, Friedel tail
print(f"insulator eps_r from mean field = {eps_r:.4f}")
print(f"half-metal interface: moment/(D/e) = {half_metal_ratio:.5f} mu_B")
print(f"  moment/(eps0 E/e) = {half_metal_ratio*eps_r:.4f} mu_B")
print(f"  largest minority change in a metal layer = {minority_motion:.4f} "
      "per added electron")

# Same interface with a minority state pulled to the Fermi level.
down_state = down.copy()
down_state[n_ins] = -1.3
du, dd, V = respond(chi_up, susceptibility(down_state), C_real)
state_ratio = np.sum((du - dd)[region])
assert state_ratio < 0.9
print(f"with minority interface state: moment/(D/e) = {state_ratio:.4f} mu_B")

# Metal in both channels: the local formula must emerge for slow screening.
size = 200
chi_u = susceptibility(np.full(size, -1.0))
chi_d = susceptibility(np.full(size, 1.0))


def bulk_dos(onsite):
    return quad(lambda k: -filling_slope(onsite + 2 * hop * np.cos(k)),
                0, np.pi, limit=200)[0] / np.pi


Nu, Nd = bulk_dos(-1.0), bulk_dos(1.0)
K_top = Nu + Nd - 2 * U_layer * Nu * Nd
P_local = (Nu - Nd) / K_top
K = K_top / (1 - U_layer**2 * Nu * Nd)
print(f"two-channel layers: Nu = {Nu:.4f}, Nd = {Nd:.4f} 1/eV per cell")
print(f"  local formula P_s = {P_local:.4f}")
values = []
for C in (C_real, 0.04, 0.01):
    du, dd, V = respond(chi_u, chi_d, C)
    values.append(np.sum(du - dd))
    print(f"  Coulomb step {C:.2f} eV, local length {1/np.sqrt(C*K):.2f} "
          f"layers: P_s = {values[-1]:.4f}")
# surface correction falls as 1/length; the length doubles between the last two
extrapolated = 2 * values[2] - values[1]
print(f"  extrapolated to slow screening: P_s = {extrapolated:.4f}")
assert abs(extrapolated - P_local) < 0.02
print("OK")
```

Running it gives:

```
mu_B/(e c^2) = 6.4404e-22 T m^2/V = 6.4404e-14 G cm^2/V
continuum: density 0.05 1/A^3, vacuum field 0.10 V/nm
screening electrons per area = 5.5263e-03 1/nm^2
ferromagnet: U = 145 eV A^3, minority mass 1 m_e, minority shift 0.0 eV
  bulk spin polarization (nu-nd)/n = 0.8997
  Nu = 0.00938, Nd = 0.00352 1/(eV A^3)
  P_s formula = 1.7641, numerical = 1.7641
  without exchange (Nu-Nd)/(Nu+Nd) = 0.4544
  screening length formula = 0.7125 A, numerical = 0.7125 A
  induced moment = 9.7490e-03 mu_B/nm^2
  alpha_s numerical = 1.1362e-21 T m^2/V
half-metal: U = 170 eV A^3, minority mass 1 m_e, minority shift 0.0 eV
  bulk spin polarization (nu-nd)/n = 1.0000
  Nu = 0.00955, Nd = 0.00000 1/(eV A^3)
  P_s formula = 1.0000, numerical = 1.0000
  without exchange (Nu-Nd)/(Nu+Nd) = 1.0000
  screening length formula = 0.7608 A, numerical = 0.7608 A
  induced moment = 5.5263e-03 mu_B/nm^2
  alpha_s numerical = 6.4404e-22 T m^2/V
heavy minority: U = 20 eV A^3, minority mass 4 m_e, minority shift 4.3 eV
  bulk spin polarization (nu-nd)/n = 0.1925
  Nu = 0.00804, Nd = 0.02822 1/(eV A^3)
  P_s formula = -0.7426, numerical = -0.7426
  without exchange (Nu-Nd)/(Nu+Nd) = -0.5568
  screening length formula = 0.4299 A, numerical = 0.4299 A
  induced moment = -4.1037e-03 mu_B/nm^2
  alpha_s numerical = -4.7824e-22 T m^2/V
layers: hopping 1.0, in-plane width 1.0, kT 0.05, U 1.0 eV
layer spacing 2.0 A, cell area 9.0 A^2, Coulomb step 40.21 eV
insulator eps_r from mean field = 1.5947
half-metal interface: moment/(D/e) = 0.99980 mu_B
  moment/(eps0 E/e) = 1.5944 mu_B
  largest minority change in a metal layer = 0.1644 per added electron
with minority interface state: moment/(D/e) = -0.5102 mu_B
two-channel layers: Nu = 0.1669, Nd = 0.2948 1/eV per cell
  local formula P_s = -0.3519
  Coulomb step 40.21 eV, local length 0.26 layers: P_s = 0.1966
  Coulomb step 0.04 eV, local length 8.09 layers: P_s = -0.3172
  Coulomb step 0.01 eV, local length 16.18 layers: P_s = -0.3354
  extrapolated to slow screening: P_s = -0.3536
OK
```
